# MS-bar scales for couplings defined by the static QED potential

## Problem

Two fixed point charges $+e$ and $-e$ interact through the electromagnetic field in a vacuum that contains one kind of charged Dirac fermion, of mass $m$ and charge of magnitude $e$. Their potential energy $V(r)$, with Fourier transform $V(q)$, defines two effective couplings:

$$V(q)=-\frac{4\pi\hbar c\,\alpha_V(q)}{q^2},\qquad V(r)=-\frac{\hbar c\,\alpha_R(r)}{r}. \tag{1}$$

If the couplings were constant and equal, these would be the Coulomb law written in two ways. Vacuum polarization makes both of them vary.

Let $a(\mu)$ be the coupling in the modified minimal subtraction (MS-bar) scheme. Here $q$ and $\mu$ are wave numbers, so $\hbar c\mu$ is an energy, and $k_m=mc/\hbar$. For $q\gg k_m$ and $r\ll 1/k_m$, find the numbers $c_q$ and $c_r$ for which

$$\alpha_V(q)=a(c_q\,q),\qquad \alpha_R(r)=a(c_r/r)$$

hold at one-loop order. Find also what remains beyond that order in the chain of one-loop bubbles, and how a finite mass changes the relations.

## First estimate by scaling

At one-loop order and with negligible mass, $q$ is the only wave number that can set the scale at which $a(\mu)$ equals $\alpha_V(q)$, so $\mu$ must be a pure number times $q$. The polarization loop consists of a fermion and an antifermion that share the photon's wave number. An equal split gives each of them $q/2$, which suggests $c_q\approx 1/2$.

At distance $r$ the Fourier integral is controlled by $q\sim 1/r$. The same argument then suggests $\mu\approx 1/(2r)$, or $c_r\approx1/2$. Scaling cannot tell whether the Fourier transform adds a factor of its own.

## Exact solution at one loop

### From the loop to the potential

Static charges exchange photons with zero frequency, so the Euclidean form of the theory is convenient. Let $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, measure the action in units of $\hbar$, and scale the field so that its coupling satisfies $e^2=4\pi\alpha$. The fermion operator is $D=\gamma_\mu(\partial_\mu+ieA_\mu)+k_m$, and the free propagator is

$$S(k)=\frac{1}{i\gamma\cdot k+k_m}=\frac{-i\gamma\cdot k+k_m}{k^2+k_m^2}.$$

Integrating over the fermion field gives $\det D$, which adds $-\mathrm{Tr}\ln D$ to the action of $A$. With $X=S\,ie\,\gamma\cdot A$ and $\ln(1+X)=X-X^2/2+\dots$, the quadratic part is $+\tfrac12\mathrm{Tr}X^2$. The free kernel $q^2\delta_{\mu\nu}-q_\mu q_\nu$ therefore gains the term

$$\Pi_{\mu\nu}(q)=-e^2\int\!\frac{d^dk}{(2\pi)^d}\,\mathrm{tr}\,[\gamma_\mu S(k)\gamma_\nu S(p)],\qquad p=k+q .$$

The integral is taken in $d=4-2\epsilon$ dimensions, where it can be shifted freely. Since $i\gamma\cdot q=S^{-1}(p)-S^{-1}(k)$, we have $S(k)\,i\gamma\cdot q\,S(p)=S(k)-S(p)$. The two terms cancel after a shift, so $q_\nu\Pi_{\mu\nu}=0$ and

$$\Pi_{\mu\nu}=(q^2\delta_{\mu\nu}-q_\mu q_\nu)P(q).$$

It is enough to find the coefficient of $q_\mu q_\nu$. The trace is

$$\mathrm{tr}[\dots]=\frac{-4(k_\mu p_\nu+k_\nu p_\mu-\delta_{\mu\nu}k\cdot p)+4k_m^2\delta_{\mu\nu}}{(k^2+k_m^2)(p^2+k_m^2)} .$$

Combine the denominators with $1/(AB)=\int_0^1dz\,[(1-z)A+zB]^{-2}$ and set $k=l-zq$, $p=l+(1-z)q$. The denominator becomes $(l^2+\Delta)^2$ with

$$\Delta=k_m^2+z(1-z)q^2 .$$

Terms odd in $l$ integrate to zero, and $l_\mu l_\nu$ gives only $\delta_{\mu\nu}$. Hence $k_\mu p_\nu+k_\nu p_\mu$ contributes $-2z(1-z)q_\mu q_\nu$. The prefactor is $(-e^2)(-4)=4e^2$, and the coefficient of $q_\mu q_\nu$ is $-P$, so

$$P(q)=8e^2\int_0^1dz\,z(1-z)\int\!\frac{d^dl}{(2\pi)^d}\frac{1}{(l^2+\Delta)^2}.$$

Writing $(l^2+\Delta)^{-2}=\int_0^\infty dt\,t\,e^{-t(l^2+\Delta)}$, the Gaussian integral over $l$ gives $(4\pi t)^{-d/2}$. The $t$ integral then gives $\Gamma(\epsilon)\Delta^{-\epsilon}$, and with $e^2=4\pi\alpha_{\rm bare}$

$$\frac{P(q)}{\alpha_{\rm bare}}=32\pi(4\pi)^{-2+\epsilon}\,\Gamma(\epsilon)\int_0^1dz\,z(1-z)\Delta^{-\epsilon}. \tag{2}$$

With the action kept to second order in $A$, the integral over $A$ is Gaussian. The interaction energy of fixed charges is then a single exchange with the full kernel, in which $q^2$ has become $q^2(1+P)$. The $q_\mu q_\nu$ terms drop out because the charge is conserved. Thus $\alpha_V=\alpha_{\rm bare}/(1+P)$, or

$$\frac1{\alpha_V(q)}=\frac1{\alpha_{\rm bare}}+\frac{P(q)}{\alpha_{\rm bare}} .$$

The last term does not contain the coupling. Higher orders are omitted. Two-loop polarization changes $\alpha_V$ at relative order $a^2$. Three-loop polarization, and a fermion loop joined to the fixed charges by four photons, enter at relative order $a^3$.

### MS-bar subtraction

In $d$ dimensions $e^2$ has the dimension of a wave number to the power $2\epsilon$. The MS-bar convention writes $\alpha_{\rm bare}=\tilde a\,(\mu^2e^\gamma/4\pi)^\epsilon$, where $\tilde a$ is dimensionless and $\gamma=0.5772\ldots$ is Euler's constant. Measuring $\alpha_V$ in the same unit multiplies (2) by this factor. The powers of $4\pi$ combine to $32\pi/(16\pi^2)=2/\pi$, so

$$\frac1{\alpha_V}=\frac1{\tilde a}+\frac2\pi e^{\gamma\epsilon}\Gamma(\epsilon)\int_0^1dz\,z(1-z)\left(\frac{\mu^2}{\Delta}\right)^{\epsilon}.$$

For small $\epsilon$, $e^{\gamma\epsilon}\Gamma(\epsilon)=1/\epsilon+O(\epsilon)$, and $\int_0^1z(1-z)dz=1/6$. The pole is $1/(3\pi\epsilon)$. Absorbing it through $1/a(\mu)=1/\tilde a+1/(3\pi\epsilon)$ leaves

$$\frac1{\alpha_V(q)}=\frac1{a(\mu)}-\frac2\pi\int_0^1dz\,z(1-z)\ln\frac{k_m^2+z(1-z)q^2}{\mu^2}. \tag{3}$$

The left side does not depend on $\mu$, which fixes the one-loop running. With $b=1/(3\pi)$,

$$\frac1{a(\mu')}=\frac1{a(\mu)}-b\ln\frac{\mu'^2}{\mu^2}. \tag{4}$$

### Momentum space

For $k_m\to0$ the logarithm in (3) splits into $\ln(q^2/\mu^2)+\ln[z(1-z)]$. By the symmetry $z\to1-z$ and $\int_0^1z^n\ln z\,dz=-1/(n+1)^2$,

$$\int_0^1 6z(1-z)\ln[z(1-z)]\,dz=12\left(-\frac14+\frac19\right)=-\frac53 .$$

Therefore

$$\frac1{\alpha_V(q)}=\frac1{a(\mu)}-b\left[\ln\frac{q^2}{\mu^2}-\frac53\right]. \tag{5}$$

The bracket vanishes at $\mu=q\,e^{-5/6}$, so

$$\alpha_V(q)=a(q\,e^{-5/6}),\qquad c_q=e^{-5/6}=0.4346 .$$

For a massless fermion this has no remainder within the one-loop bubble chain. In the full theory a correction of relative order $a^2$ is left.

### Coordinate space

In the inverse Fourier transform of $V(q)$, the angular integral gives $4\pi\sin(qr)/(qr)$. With the factor $1/(2\pi)^3$ and definition (1),

$$\alpha_R(r)=\frac2\pi\int_0^\infty dq\,\frac{\sin qr}{q}\,\alpha_V(q). \tag{6}$$

A constant $\alpha_V$ returns itself. Write $\langle f\rangle=(2/\pi)\int_0^\infty dy\,f(y)\sin y/y$ with $y=qr$. This is a normalized average, although its weight changes sign.

The summed chain (5) makes $\alpha_V$ diverge at an extremely large $q$, the Landau pole, so (6) is understood as a series in $a=a(\mu)$. With $\ell=\ln(q^2/\mu^2)-5/3$, equation (5) gives $\alpha_V=a(1+ba\ell+b^2a^2\ell^2+\dots)$, and

$$\alpha_R=a\left(1+ba\langle\ell\rangle+b^2a^2\langle\ell^2\rangle+\dots\right). \tag{7}$$

The averages of logarithms follow from the average of a power. With a convergence factor $e^{-\eta y}$, $\eta\to0$,

$$\int_0^\infty dy\,y^{2u-1}e^{iy}=\Gamma(2u)e^{i\pi u}.$$

The imaginary part gives

$$\langle y^{2u}\rangle=\frac2\pi\Gamma(2u)\sin\pi u=\Gamma(1+2u)\,\frac{\sin\pi u}{\pi u}.$$

Use $\ln\Gamma(1+w)=-\gamma w+\pi^2w^2/12+\dots$ and $\ln(\sin\pi u/\pi u)=-\pi^2u^2/6+\dots$:

$$\ln\langle y^{2u}\rangle=-2\gamma u+\left(\frac{\pi^2}{3}-\frac{\pi^2}{6}\right)u^2+\dots$$

Since $y^{2u}=e^{u\ln y^2}$, the coefficient of $u$ is the mean of $\ln y^2$, and that of $u^2$ is half its variance:

$$\langle\ln y^2\rangle=-2\gamma,\qquad \langle(\ln y^2)^2\rangle-\langle\ln y^2\rangle^2=\frac{\pi^2}3 .$$

Direct integration over the oscillations gives $-1.154431$ and $3.289868$, in agreement. Because $\ln(q^2/\mu^2)=\ln y^2-2\ln(\mu r)$,

$$\langle\ell\rangle=-2\ln(\mu r)-2\gamma-\frac53 .$$

This vanishes at $\mu=e^{-\gamma-5/6}/r$, so at one-loop order

$$\alpha_R(r)=a\!\left(\frac{e^{-\gamma-5/6}}{r}\right),\qquad c_r=e^{-\gamma-5/6}=0.2440 .$$

At this scale $\langle\ell^2\rangle$ equals the variance, and (7) becomes

$$\alpha_R=a\left(1+\frac{\pi^2}{3}\frac{a^2}{9\pi^2}+\dots\right)=a\left(1+\frac{a^2}{27}+\dots\right).$$

A fixed numerical factor in the scale can remove the mean of the logarithm but not the effect of its spread. Absorbing that as well would require a factor that depends on $a$. The term $a^2/27$ belongs to the bubble chain; two-loop polarization adds another term of the same order.

With $N$ massless fermions of the same charge, their loops add in $P$. Then $b$ becomes $N/(3\pi)$ and the remainder $N^2a^2/27$, while $c_q$ and $c_r$ do not change.

### Finite mass in momentum space

At $q=0$, equation (3) gives the coupling $\alpha_0=\alpha_V(0)$ measured at long distance:

$$\frac1{a(\mu)}=\frac1{\alpha_0}-2b\ln\frac{\mu}{k_m}. \tag{8}$$

Inserting this in (3), with $s=q^2/k_m^2$,

$$\frac1{\alpha_V}=\frac1{\alpha_0}-bF(s),\qquad F(s)=\int_0^1dz\,6z(1-z)\ln[1+s\,z(1-z)]. \tag{9}$$

For large $s$ the logarithm is $\ln[s\,z(1-z)]+1/[s\,z(1-z)]+\dots$, so $F=\ln s-5/3+6/s+\dots$. Thus $1/\alpha_V(q)$ differs from $1/a(c_qq)$ by $-6b/s=-2/(\pi s)$.

For small $s$, $F\approx s\int_0^16z^2(1-z)^2dz=s/5$, and $\alpha_V$ settles at $\alpha_0$. The MS-bar coupling (8) keeps running below $k_m$, so the relation fails there.

### Finite mass in coordinate space

Put $z=(1+v)/2$ in (9), integrate by parts, and set $t=1/\sqrt{1-v^2}$. The integration by parts gives

$$F=\int_0^1dv\,\frac{3s\,v^2(1-v^2/3)}{4+s(1-v^2)} .$$

With $v^2=(t^2-1)/t^2$ and $dv=dt/(t^2\sqrt{t^2-1})$ this becomes

$$F=2\int_1^\infty dt\,w(t)\frac{s}{s+4t^2},\qquad w(t)=\frac{\sqrt{t^2-1}}{t^2}\left(1+\frac1{2t^2}\right).$$

For each $t$, the Fourier average (6) uses $(2/\pi)\int_0^\infty dq\,q\sin(qr)/(q^2+M^2)=e^{-Mr}$ with $M=2k_mt$. Hence, with $x=k_mr$,

$$\alpha_R=\alpha_0\,[1+2b\alpha_0J(x)+\dots],\qquad J(x)=\int_1^\infty dt\,w(t)e^{-2xt}. \tag{10}$$

To expand at small $x$, subtract $1/t$ from $w$. The subtracted part gives

$$\int_1^\infty \frac{dt}{t}\,e^{-2xt}=-\gamma-\ln2x+2x-x^2+\dots$$

The remainder $w-1/t$ falls as $t^{-5}$, so its exponential may be expanded to second order. Elementary integration gives

$$\int_1^\infty\!\left(w-\frac1t\right)dt=\ln2-\frac56,\quad \int_1^\infty(tw-1)dt=1-\frac{3\pi}8,\quad \int_1^\infty(t^2w-t)dt=-\frac14 .$$

These enter with factors $1$, $-2x$ and $2x^2$. The sum is

$$J=-\ln x-\gamma-\frac56+\frac{3\pi}4x-\frac32x^2+\dots \tag{11}$$

The first three terms equal $\ln(c_r/x)$, which is the logarithm in (8) at $\mu=c_r/r$. The mass therefore changes $1/\alpha_R$, relative to $1/a(c_r/r)$, by

$$-2b\left(\frac{3\pi}{4}x-\frac32x^2\right)=-\frac x2+\frac{x^2}{\pi}.$$

The linear term adds the constant $-\hbar c\,\alpha_0^2k_m/2$ to $V(r)$ and produces no force. It still counts in $\alpha_R$, which is defined by the potential with its zero at infinity. The Fourier transform of a constant is confined to $q=0$, so this term has no counterpart in $\alpha_V(q)$ at large $q$. This is why the coordinate relation approaches its limit as $x$, while the momentum relation approaches it as $1/s$.

## Comparison of the estimate and the solution

The estimate $c_q\approx0.5$ is 15% above $0.4346$. An equal split gives the largest value of $z(1-z)$; the logarithmic average over all splits lowers the scale. For $c_r$ the estimate is about twice the correct $0.2440$, mainly because it misses the factor $e^{-\gamma}=0.56$ from the Fourier transform.

For a numerical comparison take the electron loop alone, with $r=10$ fm and $q=1/r=10^{14}\ \mathrm{m^{-1}}$, so that $\hbar cq=19.73$ MeV. The electron has $k_m=2.5896\times10^{12}\ \mathrm{m^{-1}}$, which gives $x=0.02590$ and $s=1491$. The two derived scales are

$$\hbar c\,c_qq=8.576\ \mathrm{MeV},\qquad \hbar c\,c_r/r=4.815\ \mathrm{MeV}.$$

With $1/\alpha_0=137.0360$, $F=5.6447$, $J=2.3031$ and $b=0.10610$, the massive one-loop results are

$$\frac1{\alpha_V}=137.0360-0.10610\times5.6447=136.4371,$$

$$\frac1{\alpha_R}=137.0360-0.21221\times2.3031=136.5473 .$$

The second line inverts (10) to first order. The omitted second-order term would lower it by $0.00017$. The massless value of that term is $\alpha_0/27=0.00027$, so the mass reduces it at this distance.

For the MS-bar coupling, $1/a(1/r)=136.2607$. By (4), halving the scale adds $0.21221\ln2=0.1471$, so the scaling estimate gives $136.4078$ for both couplings. The results are:

- **Momentum space.** The target is $136.4371$. The estimate misses it by $0.029$, which is 5% of the total shift $0.599$ from $1/\alpha_0$. The derived scale gives $136.4375$. The difference, $-0.000425$, agrees with the mass term $-2/(\pi s)=-0.000427$.
- **Coordinate space.** The target is $136.5473$. The estimate misses it by $0.14$, or 29% of the total shift $0.489$. The derived scale gives $136.5600$. The difference, $-0.012738$, is close to $-x/2+x^2/\pi=-0.012735$.

The mass term fades as $r$ decreases. The difference between $J$ and its massless limit is $0.222$ at $x=0.1$, $0.0234$ at $x=0.01$ and $0.00235$ at $x=0.001$, close to the linear law $3\pi x/4$ in (11).

These figures compare definitions within one model and do not predict a measurement. Muon and hadron loops, two-loop polarization and the finite size of real charges are left out. The further digits are in the numerical output.

## Values computed for the example and the checks

```
finite loop constant at q = mu: 1.666667
mu/q from the loop: 0.434598
mean of ln(y^2), y = q r: -1.154431
variance of ln(y^2): 3.289868
mu*r from loop and Fourier integral: 0.244009
remainder coefficient of a^2: 0.03705
1/27: 0.03704
1/alpha_0: 137.035999
electron wave number k_e: 2.58961e+12 m^-1
r: 1.000e-14 m
q = 1/r: 1.000e+14 m^-1
hbar c q: 19.7327 MeV
x = k_e r: 0.025896
s = (q/k_e)^2: 1491.190
momentum scale mu: 4.34598e+13 m^-1
momentum scale hbar c mu: 8.5758 MeV
coordinate scale mu: 2.44009e+13 m^-1
coordinate scale hbar c mu: 4.8150 MeV
F(s): 5.644666
J(x): 2.303144
1/alpha_V(q), massive loop: 136.437082
1/a at momentum scale: 136.437506
difference, momentum: -0.000425
predicted -2/(pi s): -0.000427
1/alpha_R(r), one-loop shift: 136.547257
1/a at coordinate scale: 136.559995
difference, coordinate: -0.012738
predicted -x/2 + x^2/pi: -0.012735
omitted second-order drop of 1/alpha_R: 0.000167
1/a at naive scale mu = 1/r: 136.260667
alpha_V(q): 0.00732939
alpha_R(r): 0.00732347
k_m r | J(x) | -ln x - gamma - 5/6 | difference
0.100 | 1.113601 | 0.892036 | 0.221565
0.010 | 3.218034 | 3.194621 | 0.023413
0.001 | 5.499561 | 5.497206 | 0.002355
```
